# Alloy disorder, nonexponential capacitance transients and broadened trap peaks

## Two kinds of site

Suppose that half of the traps in a sample have emission energy $E_0-\Delta$ and half have $E_0+\Delta$. If $e_0$ is the emission rate at $E_0$ and $\delta=\Delta/kT$, the two rates are $e_0e^{\delta}$ and $e_0e^{-\delta}$. After all traps have been filled, the fraction still filled at time $t$ is

$$f(t)=\tfrac12\exp(-e_0e^{\delta}t)+\tfrac12\exp(-e_0e^{-\delta}t).$$

Each trap empties at a constant rate, but the ensemble does not. At the start both groups contribute, and the relative decay rate $-d\ln f/dt$ is the average $e_0\cosh\delta$. Later the fast group is empty, and the rate falls to $e_0e^{-\delta}$. The decay slows because the remaining population has changed, not because any trap has.

A random alloy replaces the two groups by a near-continuum of local environments. A spread of energy comparable with $kT$ is enough to matter, since it enters the rate through an exponential.

## From trap occupation to capacitance

Consider electron traps in an n-type Schottky diode, negatively charged when filled and neutral when empty. The doping density is $N_D$, the trap density $N_T$ and the filled-trap density $n_T(t)=N_Tf(t)$. For uniform densities at constant bias, the depletion capacitance is proportional to $\sqrt{N_D-n_T}$. With $C_\infty$ the capacitance when all traps are empty,

$$\frac{C(t)}{C_\infty}=\sqrt{1-\frac{n_T}{N_D}}\simeq1-\frac{N_T}{2N_D}f(t),\qquad N_T\ll N_D.$$

The capacitance therefore rises as the traps empty, and its normalized transient is $f(t)$. This neglects the edge region, where traps may remain filled. It also assumes complete filling by the pulse, no retrapping, and no dependence of emission on the electric field. The last assumption limits the doping. For the effective mass used below and a bias of about 5 V, an estimate of phonon-assisted tunnelling adds little to the spread of rates at $N_D=10^{16}$ cm⁻³, but at $10^{17}$ cm⁻³ its contribution can rival that of the disorder. Even at the lower doping it raises the mean rate, and because the enhancement grows on cooling it can lower an Arrhenius energy by several meV or more. The energy errors quoted below are for the field-free model.

The emission rate follows from detailed balance. In equilibrium, with trap occupation $p$, capture balances emission: $\sigma v n(1-p)=ep$. Here $\sigma$ is the capture cross section, $v$ the thermal speed and $n$ the free-electron density. For equal degeneracies of the filled and empty states, $(1-p)/p=\exp[(E_t-E_F)/kT]$, where $E_t$ is the trap level and $E_F$ the Fermi level. In a nondegenerate band with edge $E_c$ and effective density of states $N_c$, $n=N_c\exp[-(E_c-E_F)/kT]$. The Fermi level cancels in the product, leaving

$$e(E,T)=\sigma vN_c\,e^{-E/kT}=KT^2e^{-E/kT},\qquad E=E_c-E_t.$$

The power of temperature comes from $v=\sqrt{3kT/m}\propto T^{1/2}$ and $N_c=2(2\pi mkT/h^2)^{3/2}\propto T^{3/2}$, with $m$ the effective mass. The cross section and $E$ are taken as independent of temperature, and $\sigma$ as common to all traps.

## The energy distribution

Let neighbour site $j$ hold the second alloy species with probability $x$. Set $n_j=1$ if it does and $n_j=0$ otherwise. If the sites are occupied independently and their effects on the emission energy add,

$$E=E_0+\sum_jv_j(n_j-x).$$

The mean of $n_j$ is $x$. Since $n_j^2=n_j$, its variance is $x-x^2$. Variances of independent terms add, so the standard deviation $s$ of $E$ obeys

$$s^2=x(1-x)\sum_jv_j^2.$$

When many sites contribute and none dominates, the distribution approaches a Gaussian. A strong shift from a few nearest neighbours can instead produce separate groups of energies, as in the opening case, although the measured peak need not resolve them unless the shift is several $kT$. Clustering or ordering of the alloy would add correlations that this formula omits.

The worked example uses round model parameters: $x=0.30$, and shells of 12, 6 and 24 sites with shifts of 12, 8 and 4 meV. Thus

$$s^2=0.21\,(12\cdot12^2+6\cdot8^2+24\cdot4^2)\ \mathrm{meV^2}=524\ \mathrm{meV^2},$$

or $s=22.9$ meV. Enumerating all shell occupations gives a skewness of 0.18, so the distribution is close to Gaussian but not identical to it. The other inputs are $E_0=0.40$ eV, $m=0.10$ electron masses, $\sigma=10^{-15}$ cm² and $N_T/N_D=0.01$.

## Why the decay slows

Let angle brackets denote an average over the distribution $g(E)$. Then

$$f(t)=\int g(E)e^{-e(E,T)t}\,dE=\langle e^{-et}\rangle .$$

The instantaneous relative rate is

$$\kappa(t)=-\frac{d\ln f}{dt}=\frac{\langle e\,e^{-et}\rangle}{\langle e^{-et}\rangle},$$

which is the mean emission rate of the traps still filled. The quotient rule gives

$$\frac{d\kappa}{dt}=-\frac{\langle e^2e^{-et}\rangle}{\langle e^{-et}\rangle}+\left(\frac{\langle e\,e^{-et}\rangle}{\langle e^{-et}\rangle}\right)^2=-\mathrm{Var}_{\rm filled}(e).$$

A variance cannot be negative, so in this model $\kappa$ can never rise. It stays constant only if all filled traps share one rate.

For a Gaussian, write $u=(E-E_0)/kT$, $\lambda=s/kT$ and $e=e_0e^{-u}$. The initial rate needs the average of $e^{-u}$. Completing the square in the exponent,

$$-u-\frac{u^2}{2\lambda^2}=-\frac{(u+\lambda^2)^2}{2\lambda^2}+\frac{\lambda^2}{2},$$

so that

$$\kappa(0)=e_0e^{\lambda^2/2}.$$

The completed square also shows which traps supply the initial current: their energies are centred at $E_0-s^2/kT$, not at $E_0$. The Arrhenius slope agrees. With $\beta=1/kT$,

$$\ln\frac{\kappa(0)}{T^2}=\ln K-\beta E_0+\tfrac12\beta^2s^2,$$

and minus its derivative with respect to $\beta$ is the apparent energy $E_0-s^2/kT$.

The Gaussian formally extends to negative $E$, where the emission picture has no meaning. Here zero energy lies more than 17 standard deviations below the mean, and that tail has negligible weight. The formulas should not be continued to temperatures so low that $E_0-s^2/kT$ approaches zero.

The numerical results below use a Gaussian with the alloy's $s$, unless the enumerated alloy is named. At 260 K, $kT=22.4$ meV and $\lambda=1.02$. The central rate is $e_0=388$ s⁻¹, whereas the initial rate is $388\,e^{0.522}=655$ s⁻¹. It falls to 260 s⁻¹ at $t=1/e_0$ and to 70 s⁻¹ at $t=10/e_0$. At the last time 2.4% of the traps are still filled, against 0.005% for a single level. The initial-rate Arrhenius energy is $400-524/22.4=377$ meV, an error of 23 meV if it is read as $E_0$.

The best single exponential of unit initial amplitude misses the disordered transient by up to 0.080 of that amplitude. For a single level, the square-root capacitance law at $N_T/N_D=0.01$ causes a misfit of only 0.00014. Capacitance nonlinearity is therefore not the source of the effect in this example.

## Weak and strong disorder

For $\lambda\ll1$, let $F(y)=\exp(-e^y)$ be the single-level decay in terms of $y=\ln(e_0t)$. A trap with energy offset $u$ decays as $F(y-u)$. Expanding to second order in $u$, with $\langle u\rangle=0$ and $\langle u^2\rangle=\lambda^2$, gives $f\simeq F+\tfrac12\lambda^2F''$. With $z=e^y=e_0t$, the derivatives are $F'=-ze^{-z}$ and $F''=(z^2-z)e^{-z}$. Hence

$$f(t)\simeq e^{-z}\left[1+\frac{\lambda^2}{2}(z^2-z)\right].$$

To this order, the transient lies below the single exponential for $z<1$ and above it for $z>1$. The expansion requires $\lambda^2|z^2-z|\ll1$, so it fails late in the decay even when $\lambda$ is small.

For $\lambda\gg1$, the single-level decay is nearly a step on the scale of the energy distribution. Traps with $e(E,T)t>1$ are mostly empty, and the others are mostly filled. The boundary is

$$E^*(t)=kT\ln(KT^2t),$$

and $f(t)$ is approximately the fraction of traps with $E>E^*(t)$. The mean position of the rounded step lies $0.58\,kT$ above $E^*$, and placing the boundary there improves the estimate. The transient then traces the energy distribution directly, as the boundary moves by $kT$ for each factor $e$ in time. The example lies between these limits.

## Broadening at fixed temperature

Logarithmic time separates thermal width from disorder. For one level, the emission per unit of $y$ is

$$-\frac{dF}{dy}=e^y\exp(-e^y).$$

This is a normalized density. Its moments follow from the substitution $w=e^y$:

$$\int_{-\infty}^{\infty}e^{qy}e^y\exp(-e^y)\,dy=\int_0^\infty w^qe^{-w}\,dw=\Gamma(1+q).$$

The logarithm of this function generates the mean and variance. Euler's product for the gamma function gives

$$\ln\Gamma(1+q)=-\gamma q+\sum_{n=1}^{\infty}\left[\frac qn-\ln\left(1+\frac qn\right)\right]=-\gamma q+\frac{q^2}{2}\sum_{n=1}^{\infty}\frac1{n^2}+\dots$$

where $\gamma\simeq0.577$ is Euler's constant. The coefficient of $q$ is the mean, $-\gamma$. The coefficient of $q^2/2$ is the variance, $\pi^2/6$.

An energy offset $u$ merely translates the density along $y$. Averaging over energies is therefore a convolution, equivalent to adding an independent random variable $u$. The mean stays at $-\gamma$, and the variance becomes $\pi^2/6+\lambda^2$.

A two-gate measurement samples the transient at $t_1$ and $t_2=rt_1$:

$$S=f(t_1)-f(t_2),\qquad \frac{C(t_2)-C(t_1)}{C_\infty}=\frac{N_T}{2N_D}S.$$

Let $L=\ln r$ and $\eta=\ln(e_0\sqrt{t_1t_2})$. The gates lie at $\eta\mp L/2$, so

$$S(\eta)=\int_{\eta-L/2}^{\eta+L/2}\left(-\frac{df}{dy}\right)dy.$$

This is another convolution, now with a box of unit height and width $L$. The peak area is $L$, and the box adds its own variance, $L^2/12$. If both gates are moved at fixed $r$ and fixed temperature, the peak has variance

$$V=\frac{\pi^2}{6}+\frac{(\ln r)^2}{12}+\left(\frac{s}{kT}\right)^2$$

on the natural logarithmic time axis. Within the stated emission model this is exact for any energy distribution of finite variance, not just a Gaussian.

With $r=10$ at 260 K, the three terms are

$$V=1.645+0.442+1.044=3.131.$$

The standard deviation rises from $\sqrt{2.087}=1.44$ to $\sqrt{3.131}=1.77$, that is, from 0.63 to 0.77 decade of time. The variance computed from the transients agrees with the formula, for the Gaussian and for the enumerated alloy alike.

The single-level width corresponds to an energy resolution of $1.44\,kT=32$ meV. This exceeds $s$, so the peak does not display the energy distribution directly. The difference in $f$ between the alloy and its Gaussian replacement is at most 0.004. Such a transient determines $s$ far better than the finer shape of $g(E)$.

## Broadening in a temperature scan

Alternatively, the gates can be fixed and the temperature swept. For a single level, set $z=et_1$ and maximize $e^{-z}-e^{-rz}$. The condition $e^{-z}=re^{-rz}$ gives $z=\ln r/(r-1)$, or

$$e(E,T_p)=\frac{\ln r}{t_2-t_1}.$$

For $t_1=1$ ms and $t_2=10$ ms the right-hand side is $2.303/(9\ \mathrm{ms})=256$ s⁻¹, reached at 254.6 K.

The right-hand side does not depend on $E$. Differentiating $\ln e=\ln K+2\ln T-E/kT$ at constant $e$ gives

$$\left(\frac2T+\frac{E}{kT^2}\right)dT-\frac{dE}{kT}=0,\qquad \frac{dT}{dE}=\frac{T}{E+2kT}.$$

Deeper traps thus produce peaks at higher temperature. The measured curve is a superposition of these displaced peaks. Its variance is the average variance of the individual peaks plus the variance of their centroids, with each peak weighted by its area. If $s\ll E_0$, the individual width and area may be taken as constant and the displacement as linear in $E$. Then

$$\sigma_T^2\simeq\sigma_{T,0}^2+\left(\frac{sT}{E_0+2kT}\right)^2,$$

where $\sigma_{T,0}$ is the single-level standard deviation and $T$ in the last term is the single-level centroid.

This result is approximate, unlike the isothermal one. Individual peaks widen at higher temperature, and their centroids do not follow the constant-rate condition perfectly. The added variance was tested for $s=10$, 22.9 and 30 meV and agreed with the formula within 5% in each case.

For the example, the centroid is 253.4 K and the slope is 0.571 K/meV. The added standard deviation is therefore $0.571\cdot22.9=13.1$ K, in agreement with the direct computation. Combined with the single-level value,

$$\sigma_T\simeq\sqrt{16.6^2+13.1^2}\ \mathrm K=21.1\ \mathrm K,$$

against 21.2 K computed directly.

The full width at half maximum rises from 38.0 to 49.4 K, or by 30%. Full widths need not add in quadrature, because the single-level peak is not Gaussian. Here the quadrature estimate gives 48.9 K, about 1% too small. Inverting that estimate from the computed widths gives

$$s\simeq\frac{\sqrt{49.35^2-38.02^2}}{2.355\cdot0.571}\ \mathrm{meV}=23.4\ \mathrm{meV},$$

about 2% too large. At this gate ratio, that is a useful first estimate when the peak tails are too noisy for moments. The error depends on $r$ and changes sign not far above $r=10$. At the same window rate the estimate is 4 to 5% too large for $r$ between 1.5 and 5, about 5% too small at $r=30$ and 19% too small at $r=100$. For wide gates the computed peak should be fitted instead.

## Errors in density and energy

Averaging displaced peaks cannot raise the maximum, since no contribution exceeds the single-level height. In the temperature scan the height falls from 0.697 to 0.538, a ratio of 0.772. Inserting the measured height into the single-level formula would give $N_T/N_D=0.0077$ instead of 0.0100, an underestimate of 23%. The density should instead be obtained with the height of the fitted broadened peak. In an isothermal sweep, it can be found from the area of $[C(t_2)-C(t_1)]/C_\infty$ over $\ln t$, which equals $(N_T/2N_D)\ln r$ whatever the energy distribution, provided the edge region is negligible. In a real diode the traps that stay filled there do not contribute. At a bias of a few volts the density can then come out too low by tens of percent unless the edge region is corrected for.

Peak position is much less sensitive than peak height. Gaussian disorder lowers the maximum by 0.5 K, while the centroid rises by 0.6 K. The shift of the maximum is also sensitive to skewness of $g(E)$, even when $s$ is unchanged. The opposite signs show that a small shift depends on how position is defined, so neither shift is a good measure of disorder.

An Arrhenius plot of peak positions assigns the rate $e_w=\ln r/(t_2-t_1)$ to the peak temperature. Let disorder displace the peak so that $\ln e(E_0,T_p)=\ln e_w+d$. Then

$$\ln\frac{e_w}{T_p^2}=\ln K-\beta E_0-d,\qquad E_{\rm app}=E_0+\frac{dd}{d\beta}.$$

A constant displacement does not change the slope; only its temperature dependence does. With $t_1=1$, 10 and 100 ms at $r=10$, the fitted energy is 398 meV. This is 2 meV below $E_0$, compared with the 23 meV error of the initial-rate method at 260 K. Both values are for the Gaussian; the small error of the peak method can change by a similar amount if the distribution is slightly skewed.

## Identifying disorder in a measurement

A nonexponential transient is not proof of alloy disorder. Retrapping, a field-dependent rate in a nonuniform field, incomplete filling, edge-region emission and a large trap density can also distort it. A useful procedure is:

1. Keep $N_T/N_D$ small. Check that a longer filling pulse does not change the normalized transient, and that its shape is stable when the reverse bias is changed.
2. At several temperatures, sweep both gates at fixed $r$ until the signal has fallen to about 0.1% of its maximum on both sides. In the example at 260 K the midpoint of the gates then moves over about six decades of time, and the earliest gate lies near 0.1 µs, too early for an ordinary capacitance meter. Cooling slows the emission but lengthens the measurement. Even this cutoff leaves the disorder part of the variance about 2% low in the example. Larger missing tails make the variance much too small; if they cannot be reached, fit the full convolution with an assumed form of $g(E)$, such as a Gaussian, and take the variance from the fit. The result then depends on the assumed form: for the enumerated alloy at 260 K, a Gaussian fit with free amplitude, mean and width gives $s$ about 2% too large if the earliest gate is 0.1 ms, and 6% too large if it is 1 ms.
3. Subtract $\pi^2/6+(\ln r)^2/12$ from the measured variance and plot the remainder against $1/T^2$.

For energy disorder alone, the plot is a straight line through the origin with slope $(s/k)^2$. In the example the remainder falls from 1.458 at 220 K to 0.784 at 300 K. The ratio 1.86 equals $(300/220)^2$.

The same plot can reveal a spread in capture cross section. Since $\ln e$ contains $\ln\sigma-E/kT$, the excess variance generalizes to

$$V_{\rm excess}=\mathrm{Var}(\ln\sigma)-\frac{2\,\mathrm{Cov}(\ln\sigma,E)}{kT}+\frac{s^2}{(kT)^2}.$$

An independent spread of $\sigma$ adds a constant intercept, while a correlation with energy adds a term in $1/T$. This extension still requires complete filling and temperature-independent distributions. A plot that departs from the origin or from a straight line therefore calls for a wider model before its slope is reported as alloy disorder. The converse does not hold. Any temperature-independent spread of emission energy gives a straight line through the origin, whatever its cause. A correlated spread of $\sigma$ can also look like such a line over a limited temperature range. Attributing the slope to the alloy needs further evidence, such as its dependence on composition and its independence of bias. The main computed values are in the numerical output below.

## Computed results

```
Mean emission energy E0: 0.400 eV
Alloy composition x: 0.30
Shell site counts: 12 6 24
Shell energy shifts: 12 8 4 meV
Energy standard deviation s: 22.89 meV
Skewness of enumerated alloy energies: 0.177
Effective mass: 0.10 electron masses
Capture cross section: 1.0e-15 cm^2
Emission prefactor K: 3.2565e+05 s^-1 K^-2
Gate times t1, t2: 1.0, 10.0 ms
Trap-to-doping ratio: 0.010
Isothermal temperature: 260.0 K
Thermal energy kT: 22.405 meV
Disorder ratio s/kT: 1.0218
Central rate e0: 388.32 s^-1
Initial mean rate: 654.53 s^-1
Instantaneous rate at 1/e0: 260.07 s^-1
Instantaneous rate at 10/e0: 70.27 s^-1
Transient f at 0.1/e0: 0.86098 (single level 0.90484)
Transient f at 1/e0: 0.38243 (single level 0.36788)
Transient f at 10/e0: 0.02443 (single level 0.00005)
Largest misfit of best exponential, disorder: 0.07965
Largest misfit, square-root capacitance only: 0.000136
Largest f difference, alloy versus Gaussian: 0.00401
Initial-rate Arrhenius energy: 376.61 meV
Single-level variance pi^2/6: 1.64493
Gate variance ln(r)^2/12: 0.44182
Disorder variance (s/kT)^2: 1.04417
Isothermal sharp: area 2.30259, centroid -0.57722, variance 2.08676, height 0.69682
Isothermal broad: area 2.30259, centroid -0.57722, variance 3.13093, height 0.54313
Isothermal alloy: area 2.30259, centroid -0.57722, variance 3.13093, height 0.54343
Excess log-time variance at 220 K: 1.45839
Excess log-time variance at 300 K: 0.78429
Window rate at sharp peak: 255.84 s^-1
Peak temperature, sharp: 254.64 K
Peak temperature, broadened: 254.12 K
Peak height, sharp: 0.69684
Peak height, broadened: 0.53803
Broadened-to-sharp height ratio: 0.7721
Temperature centroid, sharp: 253.42 K
Temperature centroid, broadened: 253.99 K
Temperature standard deviation, sharp: 16.599 K
Temperature standard deviation, broad: 21.151 K
Slope dT/dE at sharp centroid: 0.5712 K/meV
Added standard deviation, computed: 13.108 K
Added standard deviation, formula: 13.077 K
Full width at half maximum, sharp: 38.02 K
Full width at half maximum, broadened: 49.35 K
Full width from quadrature estimate: 48.93 K
Peak Arrhenius energy, sharp: 400.00 meV
Peak Arrhenius energy, broadened: 398.02 meV
```
